# How hydrostatic pressure changes boron diffusion in silicon: a program that tests the result

```python
"""
Result under test: boron diffusivity in silicon under hydrostatic pressure p,
    D(p)/D(0) = exp(-p V / kT),   V = -0.17 atomic volumes,
is close to two at p = 3 GPa and 810 degrees Celsius.
V : activation volume, -kT d(ln D)/dp at fixed temperature T
p : pressure, positive in compression;  k : Boltzmann constant
Working units: nm, eV, s, K; pressures are converted from GPa to eV/nm^3.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import simpson
from scipy.optimize import brentq

# ---------- inputs ----------
pressure_gpa = 3.0
celsius = 810.0
volume_fraction = -0.17
bulk_modulus_gpa = 98.0        # rough, silicon
arrhenius_energy = 3.46        # eV, rough, boron in silicon
arrhenius_prefactor = 0.76     # cm^2/s, rough
anneal_time = 3600.0           # s
initial_sigma = 5.0            # nm
peak_density = 1.0             # in 1e18 cm^-3
linear_expansion = 4.0e-6      # 1/K, rough mean value
gruneisen = 1.0                # rough, for the attempt frequency
gap_slope = -0.015             # eV/GPa, rough
relative_permittivity = 11.7   # rough

# ---------- main calculation ----------
gpa_nm3_in_ev = 1e9 * 1e-27 / const.e
temperature = const.convert_temperature(celsius, "Celsius", "Kelvin")
k_ev = const.k / const.e
kt = k_ev * temperature
lattice = const.physical_constants["lattice parameter of silicon"][0] * 1e9
atomic_volume = lattice**3 / 8
activation_volume = volume_fraction * atomic_volume
pressure = pressure_gpa * gpa_nm3_in_ev
bulk_modulus = bulk_modulus_gpa * gpa_nm3_in_ev
work = pressure * activation_volume
exponent = -work / kt
enhancement = np.exp(exponent)

# Atomic volume against the tabulated molar volume.
molar_volume = const.physical_constants["molar volume of silicon"][0]
assert np.isclose(atomic_volume, molar_volume / const.N_A * 1e27, rtol=1e-6)
assert 1.8 < enhancement < 2.2

# ---------- isobaric partition functions by quadrature ----------
# A 64-atom cell; the saddle has its own equilibrium volume and compliance.
cell_volume = 64 * atomic_volume
compliance = cell_volume / bulk_modulus
extra_compliance = atomic_volume / bulk_modulus
volume_change = np.linspace(-0.25, 0.25, 20001)


def isobaric(p, shift, compl, anharmonic):
    """Return ln Z and mean volume change for one configuration."""
    d = volume_change - shift
    free_energy = d**2 / (2 * compl)
    free_energy = free_energy - anharmonic * d**3 / (compl * cell_volume)
    log_weight = -(free_energy + p * volume_change) / kt
    top = log_weight.max()
    weight = np.exp(log_weight - top)
    step = volume_change[1] - volume_change[0]
    mean = np.sum(weight * volume_change) / np.sum(weight)
    return top + np.log(np.sum(weight) * step), mean


def saddle_minus_ground(p, saddle_compliance, anharmonic):
    saddle = isobaric(p, activation_volume, saddle_compliance, anharmonic)
    ground = isobaric(p, 0.0, compliance, anharmonic)
    return saddle[0] - ground[0], saddle[1] - ground[1]


def log_rate_ratio(saddle_compliance, anharmonic):
    loaded = saddle_minus_ground(pressure, saddle_compliance, anharmonic)[0]
    free = saddle_minus_ground(0.0, saddle_compliance, anharmonic)[0]
    return loaded - free


# Equal compliances: constant activation volume, plain exponential law.
quadrature_factor = np.exp(log_rate_ratio(compliance, 0.0))
assert np.isclose(quadrature_factor, enhancement, rtol=1e-7)

# Softer saddle: quadratic pressure term in the exponent.
soft = compliance + extra_compliance
soft_exponent = -(work - 0.5 * extra_compliance * pressure**2) / kt
assert np.isclose(log_rate_ratio(soft, 0.0), soft_exponent, rtol=1e-7)

# Anharmonic crystal: the log of the rate is the pressure integral of the
# difference of mean volumes, whatever the shape of the free energy.
pressures = np.linspace(0.0, pressure, 31)
volume_gaps = [saddle_minus_ground(p, soft, 5 / 6)[1] for p in pressures]
integral = -simpson(np.array(volume_gaps), x=pressures) / kt
assert np.isclose(log_rate_ratio(soft, 5 / 6), integral, rtol=1e-6)

# ---------- equivalent temperature rise at zero pressure ----------


def diffusivity(t):
    """Zero-pressure boron diffusivity in nm^2/s."""
    prefactor = arrhenius_prefactor * 1e14
    return prefactor * np.exp(-arrhenius_energy / (k_ev * t))


d_zero = diffusivity(temperature)
d_loaded = d_zero * enhancement
t_equal = temperature * arrhenius_energy / (arrhenius_energy + work)
t_root = brentq(lambda t: np.log(diffusivity(t) / d_loaded), 900, 1400)
assert np.isclose(t_equal, t_root, rtol=1e-8)

# ---------- marker layer: numerical diffusion ----------
dx = 0.5
x = np.arange(-80.0, 80.0 + dx / 2, dx)


def anneal(d_intrinsic, carrier_density=None):
    """Return variance and peak; carrier density switches on doping effects."""
    c = peak_density * np.exp(-x**2 / (2 * initial_sigma**2))
    steps = 1800
    dt = anneal_time / steps
    for _ in range(steps):
        mid = 0.5 * (c[1:] + c[:-1])
        d_eff = np.full_like(mid, d_intrinsic)
        if carrier_density is not None:
            root = np.sqrt(mid**2 + 4 * carrier_density**2)
            hole_ratio = (mid + root) / (2 * carrier_density)
            d_eff = d_intrinsic * hole_ratio * (1 + mid / root)
        assert d_eff.max() * dt / dx**2 < 0.5
        flux = -d_eff * np.diff(c) / dx
        c = c - dt / dx * np.diff(np.concatenate(([0.0], flux, [0.0])))
    return np.sum(x**2 * c) / np.sum(c), c.max()


sigmas, peaks = [], []
for d_value in (d_zero, d_loaded):
    variance, peak = anneal(d_value)
    sigma_formula = np.sqrt(initial_sigma**2 + 2 * d_value * anneal_time)
    assert np.isclose(np.sqrt(variance), sigma_formula, rtol=1e-4)
    gaussian_peak = peak_density * initial_sigma / sigma_formula
    assert np.isclose(peak, gaussian_peak, rtol=1e-3)
    sigmas.append(np.sqrt(variance))
    peaks.append(peak)
growth = [s**2 - initial_sigma**2 for s in sigmas]
marker_factor = growth[1] / growth[0]
assert np.isclose(marker_factor, enhancement, rtol=1e-3)

# ---------- sizes of neglected effects ----------
# Rough intrinsic carrier density of silicon, in 1e18 cm^-3.
n_zero = 3.87e16 * temperature**1.5 * np.exp(-0.605 / kt) / 1e18
n_loaded = n_zero * np.exp(-gap_slope * pressure_gpa / (2 * kt))
doped_zero = anneal(d_zero, n_zero)[0] - initial_sigma**2
doped_loaded = anneal(d_loaded, n_loaded)[0] - initial_sigma**2
doped_factor = doped_loaded / doped_zero
debye = 1e9 * np.sqrt(relative_permittivity * const.epsilon_0 * kt
                      / (const.e * 2 * n_zero * 1e24))
strain = pressure_gpa / bulk_modulus_gpa
expansion = 3 * linear_expansion * (temperature - 295.0)
omega_factor = np.exp(exponent * (1 + expansion - strain / 2))
prefactor_change = (1 - strain) ** (2 / 3 - gruneisen)
five_kelvin = diffusivity(temperature + 5) / diffusivity(temperature)
shear_factor = np.exp(0.1 * gpa_nm3_in_ev * atomic_volume / kt)
doubling_volume = -kt * np.log(2) / pressure / atomic_volume

# ---------- output ----------
print(f"pressure: {pressure_gpa:.1f} GPa")
print(f"temperature: {celsius:.0f} C = {temperature:.2f} K")
print(f"activation volume: {volume_fraction:.2f} atomic volumes")
print(f"lattice parameter: {lattice:.5f} nm")
print(f"atomic volume: {atomic_volume:.6f} nm^3")
print(f"activation volume: {activation_volume:.6f} nm^3")
print(f"1 GPa nm^3: {gpa_nm3_in_ev:.4f} eV")
print(f"pressure times activation volume: {work:.5f} eV")
print(f"kT: {kt:.5f} eV")
print(f"exponent: {exponent:.4f}")
print(f"ENHANCEMENT D(p)/D(0): {enhancement:.3f}")
print(f"same from partition functions: {quadrature_factor:.3f}")
print(f"factor if V had opposite sign: {np.exp(-exponent):.3f}")
print(f"V for exact doubling: {doubling_volume:.4f} atomic volumes")
print(f"relaxation + migration, interstitial: {volume_fraction + 1:.2f} at.vol.")
print(f"relaxation + migration, vacancy: {volume_fraction - 1:.2f} at.vol.")
print(f"Arrhenius energy (rough): {arrhenius_energy:.2f} eV")
print(f"Arrhenius prefactor (rough): {arrhenius_prefactor:.2f} cm^2/s")
print(f"equivalent temperature rise: {t_equal - temperature:.1f} K")
print(f"D at zero pressure: {d_zero * 1e-14:.2e} cm^2/s")
print(f"D at 3 GPa: {d_loaded * 1e-14:.2e} cm^2/s")
print(f"anneal time: {anneal_time:.0f} s")
print(f"marker initial sigma: {initial_sigma:.1f} nm")
print(f"marker initial peak: {peak_density:.1f} e18 cm^-3")
print(f"marker sigma, zero pressure: {sigmas[0]:.2f} nm")
print(f"marker sigma, 3 GPa: {sigmas[1]:.2f} nm")
print(f"ratio of the two sigmas: {sigmas[1] / sigmas[0]:.3f}")
print(f"variance increase, zero pressure: {growth[0]:.1f} nm^2")
print(f"variance increase, 3 GPa: {growth[1]:.1f} nm^2")
print(f"ratio of variance increases: {marker_factor:.3f}")
print(f"marker peak, zero pressure: {peaks[0]:.3f} e18 cm^-3")
print(f"marker peak, 3 GPa: {peaks[1]:.3f} e18 cm^-3")
print("Neglected effects:")
print(f"bulk modulus (rough): {bulk_modulus_gpa:.0f} GPa")
print(f"volume compression at 3 GPa: {100 * strain:.1f} %")
print(f"enhancement with softer saddle: {np.exp(soft_exponent):.3f}")
print(f"thermal volume expansion: {100 * expansion:.2f} %")
print(f"enhancement, hot compressed at.vol.: {omega_factor:.3f}")
print(f"jump length and frequency factor: {prefactor_change:.3f}")
print(f"D factor for 5 K error: {five_kelvin:.3f}")
print(f"D factor for 0.1 GPa shear stress: {shear_factor:.3f}")
print(f"gap slope (rough): {1000 * gap_slope:.0f} meV/GPa")
print(f"carrier density, zero pressure: {n_zero:.2f} e18 cm^-3")
print(f"carrier density, 3 GPa: {n_loaded:.2f} e18 cm^-3")
print(f"Debye length: {debye:.1f} nm")
print(f"marker enhancement with doping effects: {doped_factor:.3f}")
print("finished without a failed check")
```

Running it gives:

```
pressure: 3.0 GPa
temperature: 810 C = 1083.15 K
activation volume: -0.17 atomic volumes
lattice parameter: 0.54310 nm
atomic volume: 0.020024 nm^3
activation volume: -0.003404 nm^3
1 GPa nm^3: 6.2415 eV
pressure times activation volume: -0.06374 eV
kT: 0.09334 eV
exponent: 0.6829
ENHANCEMENT D(p)/D(0): 1.980
same from partition functions: 1.980
factor if V had opposite sign: 0.505
V for exact doubling: -0.1726 atomic volumes
relaxation + migration, interstitial: 0.83 at.vol.
relaxation + migration, vacancy: -1.17 at.vol.
Arrhenius energy (rough): 3.46 eV
Arrhenius prefactor (rough): 0.76 cm^2/s
equivalent temperature rise: 20.3 K
D at zero pressure: 6.05e-17 cm^2/s
D at 3 GPa: 1.20e-16 cm^2/s
anneal time: 3600 s
marker initial sigma: 5.0 nm
marker initial peak: 1.0 e18 cm^-3
marker sigma, zero pressure: 8.28 nm
marker sigma, 3 GPa: 10.55 nm
ratio of the two sigmas: 1.274
variance increase, zero pressure: 43.6 nm^2
variance increase, 3 GPa: 86.2 nm^2
ratio of variance increases: 1.980
marker peak, zero pressure: 0.604 e18 cm^-3
marker peak, 3 GPa: 0.474 e18 cm^-3
Neglected effects:
bulk modulus (rough): 98 GPa
volume compression at 3 GPa: 3.1 %
enhancement with softer saddle: 2.105
thermal volume expansion: 0.95 %
enhancement, hot compressed at.vol.: 1.972
jump length and frequency factor: 1.010
D factor for 5 K error: 1.186
D factor for 0.1 GPa shear stress: 1.143
gap slope (rough): -15 meV/GPa
carrier density, zero pressure: 2.11 e18 cm^-3
carrier density, 3 GPa: 2.69 e18 cm^-3
Debye length: 3.8 nm
marker enhancement with doping effects: 1.902
finished without a failed check
```
